Ionization and back-attraction of sputtered metal from HiPIMS deposition rates

**Problem**

A titanium target is sputtered in argon, first by a dc magnetron discharge and then by high-power impulse magnetron sputtering (HiPIMS). A deposition monitor at the substrate position gives three rates:

D₀ = 40 nm/min, dc discharge,
D = 18 nm/min, HiPIMS, ions and neutrals,
N = 12.6 nm/min, HiPIMS, neutrals alone, with the metal ions repelled by a biased grid.

Each reading has an independent relative standard error of 3 %. All three refer to the same film density and grid transmission, so they are proportional to numbers of metal atoms.

Let α be the probability that a sputtered atom is ionized near the target, and β the probability that such an ion is drawn back to the target and sticks there. Find α and β, with their errors, under these assumptions:

(a) Both discharges sputter the same gross number of atoms per unit time.
(b) Metal ions and neutrals that leave the ionization region have the same probability of ending in the film, and this probability is the same in the dc discharge.
(c) Return of metal ions in the dc discharge is negligible.

The word "gross" in (a) is essential. The weight loss of a target is a net quantity: atoms sputtered minus ions returned. With (b), the film receives a fixed share of the net loss. Two discharges compared at equal weight loss would therefore give equal deposition rates whatever α and β are, and the rate would carry no information about them.

**First estimate by scaling**

The data enter through the relative rate R and the ionized flux fraction F:

R = D/D₀ = 18/40 = 0.45
F = (D − N)/D = 5.4/18 = 0.30

Take the dc metal flux at the substrate as the unit. The HiPIMS flux is short by 1 − R = 0.55. Under the assumptions, this shortfall can come only from returned ions. The ions that do arrive amount to RF = 0.135. Their ratio is

ε = RF/(1 − R) = 0.135/0.55 ≈ 0.25.

Escaping ions are thus a minority of all ions. To leading order in ε they can be ignored, so that every ion returns and the ions number as many as the missing atoms:

α ≈ 1 − R = 0.55, β ≈ 1.

The neglected terms should be of relative size ε, about a quarter.

**Exact solution**

Follow one sputtered atom. Every ion drawn back to the target is taken to stick there. Ions reflected as neutrals would add to the neutral flux and make the α found below too low. Without them, three fates are possible:

neutral: 1 − α
ion that escapes: α(1 − β)
ion that returns: αβ

The sum is 1. Let T be the common transport probability and S the common gross sputtered flux. The dc film flux is ST, and the HiPIMS film flux is

ST[(1 − α) + α(1 − β)] = ST(1 − αβ).

Dividing by the dc flux, and dividing the ion part by the total HiPIMS flux, removes S and T:

R = 1 − αβ
F = α(1 − β)/(1 − αβ)

The product of these two equations is RF = α − αβ. The first gives αβ = 1 − R. Adding them,

α = 1 − R + RF = 1 − R(1 − F).

Dividing αβ = 1 − R by α, which requires α > 0,

β = (1 − R)/[1 − R(1 − F)].

For the data,

α = 1 − 0.45 × 0.70 = 1 − 0.315 = 0.685
β = 0.55/0.685 = 0.803

About two thirds of the sputtered atoms are ionized, and about four fifths of those ions return.

In terms of the readings, R(1 − F) = N/D₀, so

α = 1 − N/D₀, β = (D₀ − D)/(D₀ − N).

The ionization probability follows from the neutral flux alone, because within this balance a sputtered atom missing from the neutral flux has been ionized.

*Admissible data.* For 0 < R ≤ 1 and 0 ≤ F ≤ 1, the expression for α lies between 0 and 1. Since α − (1 − R) = RF ≥ 0, also β ≤ 1. Two further lower bounds follow from

α − F = (1 − F)(1 − R) ≥ 0
β − (1 − R) = (1 − R)(1 − α)/α ≥ 0.

A rate measurement alone therefore gives α ≥ 1 − R and β ≥ 1 − R, here 0.55 for both. If R exceeds 1 by several times its standard error, at least one assumption has very probably failed. If R = 1 and F = 0, no ions are formed and β has no meaning.

*Errors.* R and F share the reading D and are not independent, so the errors are propagated from D₀, D and N. For α, the relative errors of N and D₀ add in quadrature:

σ(α) = (N/D₀) × √2 × 0.03 = 0.315 × 0.0424 = 0.013.

For β, write G = D₀ − N = 27.4 nm/min. The derivatives are

∂β/∂D = −1/G
∂β/∂N = (D₀ − D)/G²
∂β/∂D₀ = [G − (D₀ − D)]/G² = (D − N)/G²

Each is multiplied by 0.03 times its own reading:

σ(β) = 0.03 × √[(D/G)² + (N(D₀ − D)/G²)² + (D₀(D − N)/G²)²]
= 0.03 × √(0.657² + 0.369² + 0.288²) = 0.024.

Hence α = 0.685 ± 0.013 and β = 0.803 ± 0.024. These are reading errors only.

**Comparison of the two**

With ε = RF/(1 − R), the exact results become

α = (1 − R)(1 + ε), β = 1/(1 + ε).

The estimate is the limit ε → 0. It puts α too low by 20 % and β too high by 25 %, each relative to the exact value. In the opposite limit, ε ≫ 1, few ions return. Then R is close to 1, and

α ≈ F, β ≈ (1 − R)/F.

There β is a small difference of two nearly equal rates divided by F, and is hard to measure.

**A microscopic check**

The inversion can be tested on a model in which the fate of each atom follows from its motion and a random ionization time. Atoms leave the target with the Thompson energy distribution

f(E) = 2UE/(E + U)³, U = 4.9 eV,

and a cosine angular law, for which c = cos²θ is uniform between 0 and 1. The axial energy is W = Ec. At given E it is uniform between 0 and E, so its distribution is

g(W) = ∫ f(E)/E dE from W to ∞ = U/(W + U)².

In a layer of thickness L = 2 cm, neutrals are ionized at a constant frequency ν. An atom of mass m and axial speed v = √(2W/m) crosses the layer in the time L/v, so

α = ∫ g(W)[1 − exp(−νL/v)] dW, W from 0 to ∞.

The potential rises linearly by V₁ away from the target up to z = L, and this pulls ions back. An ion born at height z returns if W < eV₁(1 − z/L), that is, if z < L(1 − W/eV₁). Hence

αβ = ∫ g(W){1 − exp[−νL(1 − W/eV₁)/v]} dW, W from 0 to eV₁.

Setting these integrals to 0.685 and 0.550 requires ν = 2.8 × 10⁵ s⁻¹ and V₁ = 23 V. Then 1.5 million random trajectories were followed, with a survival probability of 60 % on the way to the film for ions and neutrals alike, and a separate run without ionization served as reference. Counting at the film gave R = 0.452 and F = 0.299, from which the formulas return α = 0.684 and β = 0.802. At equal net weight loss the rate ratio was 1.003. The balance itself gives 1, and the distance from 1 is about twice the standard deviation, 0.0012, of the sampling scatter in the random transport losses. This tests the inversion; it does not show that a real discharge has this frequency or potential drop.

**When the assumptions are relaxed**

Let q be the gross sputtered flux times the neutral transport probability, relative to the reference. Let k be the ion transport probability divided by that of neutrals in HiPIMS. The neutral and ion parts of the film flux are then

R(1 − F) = q(1 − α)
RF = qkα(1 − β)

and therefore

α = 1 − R(1 − F)/q, β = 1 − RF/(qkα).

The factor k does not enter α. For q = 1, β is 0.61 at k = 0.5, 0.72 at k = 0.7 and 0.85 at k = 1.3, while α stays at 0.685. These values of k are illustrations, not bounds for a real discharge. Values of k below RF/α = 0.20 would make β negative and are excluded by the data.

*Return in the reference.* If a fraction p₀ of the dc atoms returns as ions, the reference flux is multiplied by 1 − p₀, so q = 1/(1 − p₀). In the microscopic model, a reference with one twentieth of the ionization frequency and the same potential drop has p₀ = 0.073. The measured R would rise from 0.45 to 0.486, and the uncorrected formulas would give α = 0.66 and β = 0.78.

*Finite substrate.* Suppose the atoms start from one point of the target and fly without gas collisions to a disc of radius 5 cm, parallel to the target and centred on the normal through that point, at a distance of 10 cm. At a given energy, atoms emitted close to the axis cross the layer faster and are more likely to stay neutral. The surviving neutrals are therefore directed more forward than all emitted atoms. The disc accepts 27 % of them, against 20 % in the reference, so q = 1.37; for escaping ions k = 0.68. The uncorrected formulas then give α = 0.57 and β = 0.78. With q and k taken from separate runs, the corrected ones give 0.69 and 0.80. At 5 mTorr and 400 K, with a rough cross section of 2 × 10⁻¹⁹ m², the mean free path is about 4 cm, or some 2.4 collisions over the distance. Collisionless flight is thus a limiting case here, not a correction to apply as it stands.

*Pulse averages.* Let the sputtered flux Γ, α and β vary during the pulse. The time-integrated neutral flux contains ∫Γ(1 − α)dt, and the returned flux is ∫Γαβ dt. The formulas therefore recover

⟨α⟩ = ∫Γα dt/∫Γ dt, ⟨β⟩ = ∫Γαβ dt/∫Γα dt.

The first is weighted by sputtered flux, the second by ion production. For a model pulse with Γ ∝ t(1 − t), α = 0.9(1 − e⁻³ᵗ) and β = 0.9 − 0.3t, where t runs from 0 to 1, they are 0.650 and 0.734. The plain time means are 0.615 and 0.750.

*Self-sputtering.* Returned ions sputter the target too. With a yield Y per returned ion, S = S_gas + YαβS, where S_gas is the part sputtered by gas ions. The self-sputtered share is Yαβ, or 0.33 for an assumed Y = 0.6. Assumption (a) includes this share in S. If S_gas were instead held equal to the dc sputtered flux, then S = S_gas/(1 − Yαβ) for Yαβ < 1, and the rate ratio would be

(1 − αβ)/(1 − Yαβ) = 0.45/0.67 = 0.67,

instead of 0.45, for the same α and β.

**Relation to real discharges**

The rates are example values of the size met in titanium HiPIMS, not measurements. If the two discharges are compared at equal average power, assumption (a) does not hold in general. Suppose that the ion current scales as power divided by voltage, and the sputtering yield as the square root of voltage for all ions. The gross flux at fixed power then scales as V^(−1/2). For rough voltages of 400 V (dc) and 600 V (HiPIMS), with the same transport probability for neutrals in both discharges and for ions (k = 1),

q = (600/400)^(−1/2) = 0.816
α = 1 − 0.315/0.816 = 0.61
β = 1 − 0.135/(0.816 × 0.614) = 0.73

Both shifts, about 0.07, are three to five times the reading errors. Their size depends on the assumed exponent, and near threshold a real yield can rise faster than the square root. With an exponent of 0.8, q = 0.92, α = 0.66 and β = 0.78, and the shifts are only one to two times the reading errors. The gross sputtered flux and the neutral transport, and for β also the ion transport, therefore need to be known before the second digit of α or β is given physical meaning. The remaining values are in the numerical output.

Calculated quantities

```
rates dc, HiPIMS, neutral: 40.0, 18.0, 12.6 nm/min
relative error of each rate: 3 %
R = 0.450, F = 0.300 (no unit, as all fractions below)
neutral part R(1-F) = 0.315, ion part RF = 0.135
returned part alpha*beta = 0.550
alpha = 0.685 +- 0.013
beta  = 0.803 +- 0.024
sampled errors: alpha 0.013, beta 0.024
-- microscopic titanium model
binding energy 4.9 eV, layer 2 cm
ionization frequency needed: 2.805e+05 1/s
potential drop needed: 23.0 V
atoms per run: 1500000
trajectories: R = 0.4516, F = 0.2994
recovered: alpha = 0.6836, beta = 0.8022
rate ratio at equal net weight loss: 1.0027
-- dc reference with 1/20 of the ionization frequency
its ionized part 0.0862, returned part p0 = 0.0734
R would read 0.4856
uncorrected alpha = 0.660, beta = 0.779
-- finite substrate, no gas collisions
distance 10 cm, radius 5 cm
acceptance: reference 0.1999, neutrals 0.2748, ions 0.1870
q = 1.375, k = 0.680
apparent R = 0.557, F = 0.226
uncorrected alpha = 0.569, beta = 0.779
corrected alpha = 0.687, beta = 0.804
-- unequal ion transport, example R and F
k = 0.7: alpha = 0.685, beta = 0.718
k = 1.3: alpha = 0.685, beta = 0.848
smallest k allowed by beta >= 0: 0.197
-- rates compared at equal average power
voltages dc 400 V, HiPIMS 600 V, exponent 0.5
q = 0.816: alpha = 0.614, beta = 0.731
-- pulse averages (model pulse)
recovered alpha 0.6502, flux-weighted 0.6502, plain time mean 0.6149
recovered beta 0.7337, ion-weighted 0.7337, plain time mean 0.7500
-- self-sputtering
yield 0.6: share of gross sputtering 0.330
rate ratio at fixed gas-ion flux: 0.672
-- gas collisions
5.0 mTorr = 0.667 Pa, 400 K, cross section 2e-19 m^2
mean free path 4.1 cm, collisions to substrate 2.4
```
